# Delocalised Screening Charge and the Two-Thirds Image Correction in Cubic Supercells, part 1

(Sections cited here and not found follow in the second part.)

## From a compact charge to the reduced image term

A defect of charge $q$ sits at the centre of a supercell of volume $\Omega=L^3$, repeated on a simple cubic, face-centred cubic or body-centred cubic lattice. For all three lattices $L$ means $\Omega^{1/3}$, and the cell is the Wigner–Seitz cell, the region closer to the defect than to any of its images. The host is a homogeneous, isotropic, linear dielectric with static constant $\varepsilon$. Gaussian electrostatics is used, so that two charges $e$ at a distance of 1 Å in vacuum have the energy 14.39965 eV. A uniform background of density $-q/\Omega$ makes the cell neutral, and the electrostatic potential $V$ is fixed by setting its average over the cell to zero. The energy per supercell is $E_{\rm per}$, and the energy of the same defect alone in an infinite host is $E_{\rm iso}$. The quantity wanted is the correction to be added to the supercell energy,

$$\Delta E=E_{\rm iso}-E_{\rm per}. \tag{1}$$

The starting point is a charge in vacuum that is compact, meaning that its extent is small compared with $L$. Let $G(\mathbf s)$ be the potential of unit point charges on the lattice together with their background, again with zero average. Inside the cell it obeys

$$\nabla^2G=-4\pi\left[\delta(\mathbf s)-\frac1\Omega\right].$$

The first source is accounted for by the term $1/s$. What remains is smooth near the origin and has the constant Laplacian $4\pi/\Omega$. Cubic symmetry forbids a linear term and allows a quadratic term only in the form $bs^2$. Since $\nabla^2 s^2=6$, the coefficient is $b=4\pi/(6\Omega)=2\pi/(3L^3)$, and therefore

$$G(\mathbf s)=\frac1s-\frac{\alpha}{L}+\frac{2\pi s^2}{3L^3}+h(\mathbf s). \tag{2}$$

The constant term defines the Madelung constant $\alpha$. It is negative in the potential because a charge is surrounded by background of the opposite sign. The remainder $h$ has zero Laplacian and starts with a polynomial of fourth degree. Because $G$ is $1/L$ times a function of $\mathbf s/L$, the coefficient of that polynomial is proportional to $L^{-5}$.

A density $\rho(\mathbf r)$ of total charge $q$ produces the potential $V(\mathbf r)=\int\rho(\mathbf r')G(\mathbf r-\mathbf r')\,d^3r'$, whose average is zero because that of $G$ is. The electrostatic energy is half the integral of the total charge times $V$. The background contributes nothing to it, since a constant density multiplies a potential of zero average. Hence

$$E_{\rm per}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,G(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The term $1/s$ of Eq. (2) gives $E_{\rm iso}$, and the constant gives $-\alpha q^2/(2L)$. For the quadratic term, write $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\,\mathbf r\cdot\mathbf r'$. The charge is assumed to have no dipole moment, so the last part integrates to zero. The first two each give $qQ$, where

$$Q=\int\rho(\mathbf r)\,r^2\,d^3r$$

is the second radial moment. With the prefactor $\tfrac12\cdot2\pi/(3L^3)$ the result is

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3L^3}+O(L^{-5}). \tag{3}$$

With the zero-average convention the two equal contributions $qQ$ can be read differently. One comes from the parabolic potential of the background acting on the spread charge. The other comes from the condition of zero average: a spread charge has a different mean potential from a point charge, and the condition shifts $V$ by $2\pi Q/(3L^3)$. This split is only bookkeeping. Charge and background together are neutral, so a constant $C$ added to $V$ changes the share of the charge by $qC/2$ and that of the background by $-qC/2$. The energy in Eq. (3), third-order term included, does not depend on the potential reference.

When the interaction between images is weakened by the dielectric, both terms are divided by $\varepsilon$. With the sign of Eq. (1) this gives the usual form of the correction,

$$\Delta E=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ}{3\varepsilon L^3}. \tag{4}$$

If $Q$ were the moment of a compact charge, it would not depend on $L$, and the second term would fall as $L^{-3}$. The Lany–Zunger step is to use for $Q$ the second moment of the charge that is actually present in the supercell, including the screening charge. That charge is found from linear response.

Let $\rho(\mathbf k)=\int_{\rm cell}\rho(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r$ at the reciprocal vectors $\mathbf k$ of the superlattice, so that $\rho(\mathbf r)=\Omega^{-1}\sum_{\mathbf k}\rho(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}$. In a dielectric the sum of external and induced charge is the external charge divided by $\varepsilon$, for every wave vector other than zero. The induced charge is therefore

$$\rho_{\rm ind}(\mathbf k)=-\left(1-\frac1\varepsilon\right)\rho_{\rm ext}(\mathbf k)\quad(\mathbf k\neq0),\qquad \rho_{\rm ind}(0)=0. \tag{5}$$

The second condition holds because polarisation only moves charge about within the periodic host; it cannot give the cell a net charge. For a point defect $\rho_{\rm ext}(\mathbf k)=q$ at all $\mathbf k$. A sum over all $\mathbf k$ gives a delta function, and leaving out $\mathbf k=0$ subtracts $1/\Omega$. Thus

$$\rho_{\rm ind}(\mathbf r)=-q\left(1-\frac1\varepsilon\right)\left[\delta(\mathbf r)-\frac1\Omega\right],$$

and adding the external charge $q\,\delta(\mathbf r)$ gives

$$\rho_{\rm tot}(\mathbf r)=\frac q\varepsilon\,\delta(\mathbf r)+\frac{q}{\Omega}\left(1-\frac1\varepsilon\right). \tag{6}$$

The background is not included here, and the integral over the cell is $q$, as it must be. In an infinite host the charge $q(1-1/\varepsilon)$ that the polarisation expels from the defect would move away to infinity. In a supercell it has nowhere to go and fills the cell evenly.

The point part of Eq. (6) has no second moment. The uniform part gives

$$Q=q\left(1-\frac1\varepsilon\right)\frac{M_2}{\Omega},\qquad M_2=\int_{\rm cell}r^2\,d^3r. \tag{7}$$

For a cube, each of the three squared coordinates contributes $L^2\int_{-L/2}^{L/2}x^2dx=L^2\cdot L^3/12$, so $M_2=L^5/4$ and

$$Q=\frac{qL^2}{4}\left(1-\frac1\varepsilon\right).$$

The moment grows as $L^2$, and this turns the third-order term into a term in $1/L$:

$$-\frac{2\pi q}{3\varepsilon L^3}\cdot\frac{qL^2}{4}\left(1-\frac1\varepsilon\right)=-\frac{\pi q^2}{6\varepsilon L}\left(1-\frac1\varepsilon\right). \tag{8}$$

Division by the monopole term $\alpha q^2/(2\varepsilon L)$ leaves the ratio $-(\pi/3\alpha)(1-1/\varepsilon)$. For a general cell, Eq. (7) in Eq. (4) gives in the same way

$$\Delta E_{\rm LZ}=\left[1+c\left(1-\frac1\varepsilon\right)\right]\frac{\alpha q^2}{2\varepsilon L},\qquad c=-\frac{4\pi M_2}{3\alpha L^5}. \tag{9}$$

This is the Lany–Zunger form. Its shape constant $c$ depends on the lattice of images and not on the host.

For the other two lattices $M_2$ follows from the divergence theorem. Since $\nabla\cdot(r^2\mathbf r)=5r^2$, and since $\mathbf r\cdot\mathbf n$ equals the distance $h_f$ of face $f$ from the centre everywhere on that face,

$$M_2=\frac15\sum_f h_f\int_f r^2\,dS.$$

The values, with $M_2$ in units of $L^5$, are as follows.

| Lattice | $\alpha$ | $M_2$ | $c$ | Factor, $\varepsilon=10$ | Factor, $\varepsilon\to\infty$ |
|---|---|---|---|---|---|
| sc | 2.8373 | 0.2500 | −0.369 | 0.668 | 0.631 |
| fcc | 2.8883 | 0.2362 | −0.343 | 0.692 | 0.657 |
| bcc | 2.8885 | 0.2356 | −0.342 | 0.692 | 0.658 |

All these factors are about two thirds. They need a strongly polarisable host. As $\varepsilon\to1$ there is no screening charge to spread out, and the factor in Eq. (9) goes to one.

Take a simple cubic cell with $q=2e$, $\varepsilon=10$ and $L=12$ Å; these are round model parameters. The monopole term is

$$\frac{2.8373\times4}{2\times10\times12}\times14.400\ \text{eV}=0.681\ \text{eV},$$

and the third-order term from Eq. (8) is

$$-\frac{\pi\times4\times0.9}{6\times10\times12}\times14.400\ \text{eV}=-0.226\ \text{eV}.$$

Their sum is 0.455 eV.

A real host cannot screen at arbitrarily short distance, and a real defect charge has a width. Both can be included by giving the external charge a Gaussian profile, $\rho_{\rm ext}(k)=q\,e^{-k^2\sigma^2/2}$, and the response a finite range $1/\kappa$:

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\kappa^2}. \tag{10}$$

Long waves are screened by $\varepsilon$, and very short ones are not screened at all. The total charge is $\rho_{\rm ext}(k)/\varepsilon(k)$, which at small $k$ becomes

$$\rho_{\rm tot}(k)=\frac q\varepsilon+qk^2\left[\frac{1-1/\varepsilon}{\kappa^2}-\frac{\sigma^2}{2\varepsilon}\right]+\dots$$

A localised spherical density has the expansion $\rho(k)=\rho(0)-k^2Q/6+\dots$, because the angular average of $(\mathbf k\cdot\mathbf r)^2/2$ is $k^2r^2/6$. Comparison gives the second moment of the localised part,

$$Q_{\rm loc}=-6q\left[\frac{1-1/\varepsilon}{\kappa^2}-\frac{\sigma^2}{2\varepsilon}\right]. \tag{11}$$

With $\sigma=1$ Å and $\kappa=2.5$ Å$^{-1}$ this is $-12\,(0.144-0.050)=-1.128\ e\,$Å$^2$. At $L=12$ Å the uniform part of the moment is $2\times0.9\times144/4=64.8\ e\,$Å$^2$. The sum, 63.672 $e\,$Å$^2$, agrees with the moment integrated directly from the density.

A small further piece arises because the screening cloud has a tail that crosses the cell faces. Summed over planes normal to $x$, the cloud has at $x=L/2$ the charge per unit length

$$\lambda=-q\left(1-\frac1\varepsilon\right)\frac\kappa2\,e^{\kappa^2\sigma^2/2-\kappa L/2},$$

and it decays beyond as $e^{-\kappa t}$. Charge that would lie at $L/2+t$ reappears at $-L/2+t$, which changes $x^2$ by $-2Lt$. Six faces then give $-12L\lambda/\kappa^2$, or $4\times10^{-4}\ e\,$Å$^2$ at $L=12$ Å. With this piece included, the moment was tested at four cell sizes from 12 to 36 Å. Over that range $Q/(qL^2)$ rises from 0.2211 to 0.2246, towards the limit $0.9/4=0.225$. At the cell corner for $L=12$ Å the density is $1.0417\times10^{-3}\ e/$Å$^3$, equal to the uniform value $q(1-1/\varepsilon)/\Omega$ to the digits given. The delocalised screening charge is therefore a real feature of this model. Its moment grows as $L^2$, but the coefficient depends on the cell over which the moment is taken. For the fcc lattice the primitive parallelepiped centred on the defect would give $M_2=0.315\,L^5$, against $0.236\,L^5$ for the Wigner–Seitz cell used here.

The use made of that moment in Eq. (4) is less secure. Equation (3) was derived for a compact charge, for which each higher term carries more powers of (extent)$/L$. A charge that fills the cell has an extent proportional to $L$. The fourth-degree part of $h$, with its coefficient in $L^{-5}$, is then multiplied by moments of order $L^4$, and it too can give a contribution in $1/L$. No small parameter orders the series.

A cube filled evenly with charge $q$ in vacuum shows the size of the fault. In the periodic arrangement it cancels its background everywhere, so $E_{\rm per}=0$ and the true correction is the self-energy of the cube, $0.9412\,q^2/L$. The series to third order gives

$$\left(\frac{2.8373}{2}-\frac\pi6\right)\frac{q^2}{L}=0.8950\,\frac{q^2}{L},$$

which is 5 % below the true value. The same example raises a more serious question. If uniform charge cancels the background, the uniform screening charge of Eq. (6) must do so as well, and it is not clear that it can lower the correction at all. That has to be settled from the energy itself.

Putting the second moment of the evenly spread screening charge into the third-order term gives the Lany–Zunger factor of about two thirds, but the series behind that term was derived for a compact charge and has no small parameter for one that fills the cell. It remains to settle from the energy itself whether this screening charge lowers the correction at all.

Numerical values quoted here were computed with a short program.
